# Faster Deuterium Does Not Mean Classical Diffusion: verification in Python

```python
"""Inverse isotope effect in hydrogen diffusion from zero-point energy.

Result under test: a harmonic well with three equal modes (quantum w0) and a
saddle with two equal transverse modes (quantum wt) give the jump rate
    k = (kT/h) q(wt)^2 / q(w0)^3 exp(-V0/kT),   q(w) = 1/(2 sinh(w/2kT)).
Deuterium overtakes hydrogen on cooling if and only if 2 wt > 3 w0.
V0: classical barrier; kT: thermal energy; h: Planck constant.
Units: eV, nm, K, s; masses in kg; stiffness in eV/nm^2.
Tunnelling is absent from the formula and is sized separately.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf.data import elements

KB = const.k / const.e
H_EV = const.h / const.e
M_H = const.m_p
M_D = const.physical_constants["deuteron mass"][0]


def hbar2_over_m(mass):
    return const.hbar**2 / (mass * const.e) * 1e18


def quantum(stiffness, mass):
    return np.sqrt(hbar2_over_m(mass) * stiffness)


def log_q(w, kt, zero_point=True):
    value = -np.log(-np.expm1(-w / kt))
    return value - w / (2 * kt) if zero_point else value


# Example parameters
lattice = 0.39
barrier = 0.16
wt_h = 0.180
tetra_offset = 0.10
path = np.sqrt(3) / 4 * lattice            # octahedral-tetrahedral distance
K_WELL = 2 * np.pi**2 * barrier / path**2  # curvature of V0 sin^2(pi x/path)
K_SADDLE = wt_h**2 / hbar2_over_m(M_H)


def log_rate(kt, mass, k_saddle=K_SADDLE, zero_point=True):
    w0, wt = quantum(K_WELL, mass), quantum(k_saddle, mass)
    return (np.log(kt / H_EV) - barrier / kt
            + 2 * log_q(wt, kt, zero_point) - 3 * log_q(w0, kt, zero_point))


def log_h_over_d(kt, **options):
    return log_rate(kt, M_H, **options) - log_rate(kt, M_D, **options)


def levels(potential, half_width, mass, points=2000, count=40):
    x = np.linspace(-half_width, half_width, points + 2)
    step = x[1] - x[0]
    hop = hbar2_over_m(mass) / (2 * step**2)
    return eigh_tridiagonal(2 * hop + potential(x[1:-1]),
                            -hop * np.ones(points - 1), eigvals_only=True,
                            select="i", select_range=(0, count - 1))


# Quantum rate from numerically diagonalized modes
for mass in (M_H, M_D):
    well = levels(lambda x: K_WELL * x**2 / 2, 0.25, mass)
    saddle = levels(lambda x: K_SADDLE * x**2 / 2, 0.25, mass)
    for temp in (300, 600):
        kt = KB * temp
        q_well = np.exp(-well / kt).sum()
        q_saddle = np.exp(-saddle / kt).sum()
        direct = kt / H_EV * q_saddle**2 / q_well**3 * np.exp(-barrier / kt)
        assert abs(direct / np.exp(log_rate(kt, mass)) - 1) < 2e-3


# Classical rate from phase-space quadrature
def classical_rate(kt, mass):
    p = np.linspace(0, 12 * np.sqrt(M_D * kt * const.e), 20001)
    weight = np.exp(-p**2 / (2 * mass * kt * const.e))
    speed = trapezoid(p / mass * weight, p) / (2 * trapezoid(weight, p)) * 1e9
    x = np.linspace(-12, 12, 20001) * np.sqrt(kt / K_WELL)
    well = trapezoid(np.exp(-K_WELL * x**2 / (2 * kt)), x)
    saddle = trapezoid(np.exp(-K_SADDLE * x**2 / (2 * kt)), x)
    return speed * saddle**2 / well**3 * np.exp(-barrier / kt)


for mass in (M_H, M_D):
    w0, wt = quantum(K_WELL, mass), quantum(K_SADDLE, mass)
    vineyard = w0**3 / wt**2 / H_EV * np.exp(-barrier / (300 * KB))
    assert abs(classical_rate(300 * KB, mass) / vineyard - 1) < 1e-5
    assert abs(classical_rate(5.0, mass) / np.exp(log_rate(5.0, mass)) - 1) < 1e-3
classical_ratio = classical_rate(300 * KB, M_H) / classical_rate(300 * KB, M_D)
assert abs(classical_ratio - np.sqrt(M_D / M_H)) < 1e-5


# Activation energy from the slope of ln k
def activation(kt, mass):
    w0, wt = quantum(K_WELL, mass), quantum(K_SADDLE, mass)
    return (barrier + kt + wt / np.tanh(wt / (2 * kt))
            - 1.5 * w0 / np.tanh(w0 / (2 * kt)))


for mass in (M_H, M_D):
    for temp in (150, 300, 700):
        beta, db = 1 / (KB * temp), 1e-3
        slope = -(log_rate(1 / (beta + db), mass)
                  - log_rate(1 / (beta - db), mass)) / (2 * db)
        assert abs(slope - activation(1 / beta, mass)) < 1e-6

# Sharp threshold, single crossing, and removal of each suspected cause
scan = KB * np.geomspace(30, 5000, 600)
for r in (1.0, 1.3, 1.5):
    assert np.all(log_h_over_d(scan, k_saddle=r**2 * K_WELL) > 0)
for r in (1.52, 2.0, np.sqrt(K_SADDLE / K_WELL)):
    curve = log_h_over_d(scan, k_saddle=r**2 * K_WELL)
    assert np.all(np.diff(curve) > 0) and curve[0] < 0 < curve[-1]
assert np.all(log_h_over_d(scan, zero_point=False) > 0)

# High-temperature expansion and crossover
w0_h, w0_d = quantum(K_WELL, M_H), quantum(K_WELL, M_D)
wt_d = quantum(K_SADDLE, M_D)
hot = 3000 * KB
shift = (1 - M_H / M_D) * (3 * w0_h**2 - 2 * wt_h**2) / (24 * hot**2)
found = log_h_over_d(hot) - 0.5 * np.log(M_D / M_H)
assert abs(found / shift - 1) < 0.02
cross = brentq(lambda t: log_h_over_d(KB * t), 100, 3000)
cross_estimate = np.sqrt((1 - M_H / M_D) * (2 * wt_h**2 - 3 * w0_h**2)
                         / (12 * np.log(M_D / M_H))) / KB

# Diffusion coefficient from the Bloch rate matrix of the site network
arms = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
wave = 0.02 * np.array([0.48, 0.60, 0.64])
for out, back in ((1.0, 1.0), (1.0, 30.0)):
    phase = np.exp(-1j * arms @ wave).sum()
    matrix = np.array([[-8 * out, back * phase.conj(), back * phase],
                       [out * phase, -4 * back, 0],
                       [out * phase.conj(), 0, -4 * back]])
    slowest = np.max(np.linalg.eigvals(matrix).real)
    occupation = 1 / (1 + 2 * out / back)
    assert abs(-slowest / (wave @ wave) / (out * occupation / 2) - 1) < 1e-3


# Transmission by Numerov integration, potential zero at both ends
def transmission(energy, potential, step, mass):
    v = np.pad(potential, 3)
    scale = 2 / hbar2_over_m(mass)
    k = np.sqrt(scale * energy)

    def weight(i):
        return 1 + step**2 * scale * (energy - v[i]) / 12

    right = np.exp(1j * k * step)
    here = np.ones_like(right)
    for i in range(len(v) - 2, 0, -1):
        left = ((12 - 10 * weight(i)) * here - weight(i + 1) * right) / weight(i - 1)
        right, here = here, left
    amplitude = ((right - here * np.exp(-1j * k * step))
                 / (2j * np.sin(k * step)))
    return 1 / np.abs(amplitude)**2


# Check of the transmission solver on the solvable sech^2 barrier
width, top = 0.04, 0.25
grid = np.linspace(-0.6, 0.6, 2401)
trial = np.array([0.10, 0.20, 0.25, 0.35])
numeric = transmission(trial, top / np.cosh(grid / width)**2,
                       grid[1] - grid[0], M_H)
k_trial = np.sqrt(2 * trial / hbar2_over_m(M_H))
up = np.sinh(np.pi * k_trial * width)**2
down = np.cosh(np.pi / 2 * np.sqrt(8 * top * width**2 / hbar2_over_m(M_H) - 1))**2
assert np.allclose(numeric, up / (up + down), rtol=2e-3)

# Tunnelling through the barrier that includes transverse zero-point energy
x_path = np.linspace(0, path, 601)
rise = np.sin(np.pi * x_path / path)**2
tunnel = {}
for mass in (M_H, M_D):
    transverse = quantum(K_WELL + (K_SADDLE - K_WELL) * rise, mass)
    profile = barrier * rise + transverse - transverse[0]
    energy = np.linspace(quantum(K_WELL, mass) / 2, profile.max() + 2.0, 4000)
    tunnel[mass] = (energy, profile.max(),
                    transmission(energy, profile, x_path[1], mass))


def kappa(kt, mass):
    energy, height, prob = tunnel[mass]
    return trapezoid(prob * np.exp(-(energy - height) / kt), energy) / kt


def log_d_over_h_tunnel(temp):
    kt = KB * temp
    return -log_h_over_d(kt) + np.log(kappa(kt, M_D) / kappa(kt, M_H))


assert log_d_over_h_tunnel(300) > 0
upper = brentq(log_d_over_h_tunnel, 300, 1500)
lower = brentq(log_d_over_h_tunnel, 60, 300)

# Sizes of other neglected effects at 300 K
kt = 300 * KB
base = np.exp(-log_h_over_d(kt))
anharmonic = {}
for mass in (M_H, M_D):
    cell = levels(lambda x: barrier * np.sin(np.pi * x / path)**2, path / 2, mass)
    anharmonic[mass] = np.exp(-cell / kt).sum() / np.exp(log_q(quantum(K_WELL, mass), kt))
anharmonic_factor = anharmonic[M_H] / anharmonic[M_D]
host = elements.MASSES[46] * const.atomic_mass
recoil = np.exp(log_rate(kt, M_D * host / (M_D + host))
                - log_rate(kt, M_H * host / (M_H + host)))
softer = np.exp(-log_h_over_d(kt, k_saddle=0.81 * K_SADDLE))
equal = np.exp(-log_h_over_d(kt, k_saddle=K_WELL))
assert equal < 1 < base
p_oct = 1 / (1 + 2 * np.exp(-tetra_offset / kt))

print(f"lattice parameter a = {lattice:.2f} nm; O-T distance = {path:.4f} nm")
print(f"classical barrier V0 = {barrier:.3f} eV")
print(f"mass ratio m_D/m_H = {M_D / M_H:.4f}")
print(f"stiffness: well {K_WELL:.1f}, saddle {K_SADDLE:.1f} eV/nm^2")
print(f"ratio wt/w0 = {wt_h / w0_h:.3f} (threshold 3/2)")
print(f"classical k_H/k_D from quadrature = {classical_ratio:.4f}")
for name, mass, w0, wt in (("H", M_H, w0_h, wt_h), ("D", M_D, w0_d, wt_d)):
    rate = np.exp(log_rate(kt, mass))
    print(f"{name}: w0 = {1e3 * w0:.1f} meV, wt = {1e3 * wt:.1f} meV")
    print(f"{name}: zero-point well {1.5e3 * w0:.1f}, saddle {1e3 * wt:.1f} meV")
    print(f"{name}: low-T barrier V0+wt-1.5w0 = {barrier + wt - 1.5 * w0:.4f} eV")
    print(f"{name}: activation energy at 300 K = {activation(kt, mass):.4f} eV")
    print(f"{name}: rate per window at 300 K = {rate:.3e} 1/s")
    print(f"{name}: D = a^2 k/2 at 300 K = {(lattice * 1e-7)**2 * rate / 2:.3e} cm^2/s")
    print(f"{name}: path barrier with transverse ZPE = {tunnel[mass][1]:.4f} eV")
    print(f"{name}: tunnelling factor at 300 K = {kappa(kt, mass):.3f}")
print("k_D/k_H: T in K | no tunnelling | no zero-point | with tunnelling")
for temp in (150, 200, 300, 400, 500, 600, 800, 1000):
    t = KB * temp
    print(f"{temp:5d} | {np.exp(-log_h_over_d(t)):.3f} | "
          f"{np.exp(-log_h_over_d(t, zero_point=False)):.3f} | "
          f"{np.exp(log_d_over_h_tunnel(temp)):.3f}")
print(f"crossover without tunnelling = {cross:.0f} K")
print(f"crossover, leading high-T estimate = {cross_estimate:.0f} K")
print(f"inversion window with tunnelling = {lower:.0f} to {upper:.0f} K")
print(f"k_D/k_H at 300 K if wt = w0: {equal:.3f}")
print(f"k_D/k_H at 300 K if wt is 10 % lower: {softer:.3f}")
print(f"k_D/k_H at 300 K with host recoil: {recoil:.3f}")
print(f"path-mode anharmonic factor on k_D/k_H at 300 K: {anharmonic_factor:.3f}")
print(f"assumed tetrahedral offset = {tetra_offset:.2f} eV")
print(f"octahedral occupation p_O at 300 K = {p_oct:.3f}")
print("no test failed")
```

It prints:

```
lattice parameter a = 0.39 nm; O-T distance = 0.1689 nm
classical barrier V0 = 0.160 eV
mass ratio m_D/m_H = 1.9990
stiffness: well 110.7, saddle 780.7 eV/nm^2
ratio wt/w0 = 2.655 (threshold 3/2)
classical k_H/k_D from quadrature = 1.4139
H: w0 = 67.8 meV, wt = 180.0 meV
H: zero-point well 101.7, saddle 180.0 meV
H: low-T barrier V0+wt-1.5w0 = 0.2383 eV
H: activation energy at 300 K = 0.2486 eV
H: rate per window at 300 K = 4.955e+08 1/s
H: D = a^2 k/2 at 300 K = 3.769e-07 cm^2/s
H: path barrier with transverse ZPE = 0.2722 eV
H: tunnelling factor at 300 K = 1.594
D: w0 = 47.9 meV, wt = 127.3 meV
D: zero-point well 71.9, saddle 127.3 meV
D: low-T barrier V0+wt-1.5w0 = 0.2154 eV
D: activation energy at 300 K = 0.2164 eV
D: rate per window at 300 K = 9.166e+08 1/s
D: D = a^2 k/2 at 300 K = 6.971e-07 cm^2/s
D: path barrier with transverse ZPE = 0.2394 eV
D: tunnelling factor at 300 K = 1.230
k_D/k_H: T in K | no tunnelling | no zero-point | with tunnelling
  150 | 5.557 | 0.943 | 1.109
  200 | 3.316 | 0.877 | 1.675
  300 | 1.850 | 0.762 | 1.427
  400 | 1.348 | 0.693 | 1.171
  500 | 1.116 | 0.656 | 1.021
  600 | 0.991 | 0.636 | 0.931
  800 | 0.866 | 0.621 | 0.836
 1000 | 0.809 | 0.620 | 0.790
crossover without tunnelling = 590 K
crossover, leading high-T estimate = 643 K
inversion window with tunnelling = 146 to 519 K
k_D/k_H at 300 K if wt = w0: 0.620
k_D/k_H at 300 K if wt is 10 % lower: 1.520
k_D/k_H at 300 K with host recoil: 1.850
path-mode anharmonic factor on k_D/k_H at 300 K: 1.027
assumed tetrahedral offset = 0.10 eV
octahedral occupation p_O at 300 K = 0.960
no test failed
```
